# Why Evaporative Self-Cooling Limits Precursor Delivery: test program

```python
"""
RESULT UNDER TEST: delivery from a self-cooling evaporating surface.
Steady balance:  G (Tb - Ts) = L N,   N = C p(Ts)
Small-drop form: N/N0 = exp(-W(Lam)), Lam = L^2 N0 / (G R Tb^2)
Steady N rises with C, but N/C and N/N0 fall.

Tb, Ts : base and surface temperature, K
G      : thermal conductance from base to surface, W/K
L      : molar enthalpy of vaporization, J/mol
C      : valve conductance, mol/(s Torr); N : molar flow, mol/s
p      : saturation pressure, Torr; N0 = C p(Tb) : isothermal flow
W      : Lambert function; sccm is referred to 273.15 K and 1 atm
Material values are round, rough values for water in a porous frit.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

R = const.R
TORR = const.torr
SCCM = const.atm * 1e-6 / (R * const.zero_Celsius) / 60.0

T_REF = 300.0           # K, base temperature and pressure reference
P_REF = 25.0            # Torr
L_REF = 45e3            # J/mol
AREA = 12e-4            # m^2
DEPTH = 10e-3           # m
K_WET = 1.0             # W/(m K)
HEAT_CAP_WET = 3e6      # J/(m^3 K)
G_REF = K_WET * AREA / DEPTH
C_MAIN = 4.0 * SCCM     # mol/(s Torr)

# rough values used only to size neglected effects
C_LIQUID = 75.0         # J/(mol K)
DL_DT = -42.0           # J/(mol K)
MOLAR_MASS = 0.018      # kg/mol
EVAP_COEFF = 0.1
K_VAPOUR = 0.018        # W/(m K)
VAPOUR_GAP = 20e-3      # m
SURFACE_TENSION = 0.07  # N/m
PORE_RADIUS = 5e-6      # m
PERMEABILITY = 1e-12    # m^2
EXPANSION = 2e-4        # 1/K
VISCOSITY = 1e-3        # Pa s
DENSITY = 1e3           # kg/m^3
K_WATER = 0.6           # W/(m K)


def latent(T, varying=False):
    return L_REF + (DL_DT * (T - T_REF) if varying else 0.0)


def pressure(T, varying=False):
    slope = DL_DT if varying else 0.0
    exponent = ((L_REF - slope * T_REF) / R * (1 / T_REF - 1 / T)
                + slope / R * np.log(T / T_REF))
    return P_REF * np.exp(exponent)


def feed_factor(peclet):
    """Surface gradient relative to a linear profile, upward liquid feed."""
    return peclet / (-np.expm1(-peclet))


def flow(Ts, C, effects=()):
    p = pressure(Ts, "latent heat" in effects)
    if "valve gas" in effects:
        C = C * np.sqrt(T_REF / Ts)
    if "kinetics" in effects:
        C_surface = (EVAP_COEFF * AREA * TORR
                     / np.sqrt(2 * np.pi * MOLAR_MASS * R * Ts))
        C = C / (1 + C / C_surface)
    return C * p


def steady(C, G=G_REF, Tb=T_REF, effects=()):
    """Root of the heat balance; returns Ts and N."""
    def surplus(Ts):
        N = flow(Ts, C, effects)
        heat = G * (Tb - Ts)
        if "liquid feed" in effects:
            heat *= feed_factor(N * C_LIQUID / G)
        if "radiation" in effects:
            heat += const.Stefan_Boltzmann * AREA * (Tb**4 - Ts**4)
        if "vapour conduction" in effects:
            heat += K_VAPOUR * AREA / VAPOUR_GAP * (Tb - Ts)
        return heat - latent(Ts, "latent heat" in effects) * N
    Ts = brentq(surplus, 200.0, Tb, xtol=1e-11, rtol=1e-13)
    return Ts, flow(Ts, C, effects)


def transient(times, cells):
    """Finite-volume heat equation, valve opened at time zero."""
    dx = DEPTH / cells

    def rate(t, T):
        nodes = np.concatenate(([T_REF], T))
        flux = -K_WET * np.diff(nodes) / dx
        change = np.empty_like(T)
        change[:-1] = (flux[:-1] - flux[1:]) / (HEAT_CAP_WET * dx)
        out = L_REF * flow(T[-1], C_MAIN) / AREA
        change[-1] = (flux[-1] - out) / (HEAT_CAP_WET * dx / 2)
        return change
    sol = solve_ivp(rate, (0, times[-1]), np.full(cells, T_REF),
                    method="LSODA", t_eval=times, rtol=1e-8, atol=1e-8,
                    lband=1, uband=1)
    assert sol.success
    return flow(sol.y[-1], C_MAIN)


# Integrated vapour pressure against quadrature of its differential law
for varying in (False, True):
    area_log = quad(lambda T: latent(T, varying) / (R * T**2),
                    T_REF, 280.0)[0]
    assert abs(np.log(pressure(280.0, varying) / P_REF) - area_log) < 1e-9

# Main steady state and closed form
Ts, N = steady(C_MAIN)
N0 = C_MAIN * P_REF
Lam = L_REF**2 * N0 / (G_REF * R * T_REF**2)
x = lambertw(Lam).real
N_closed = N0 * np.exp(-x)
N_scale = G_REF * R * T_REF**2 / L_REF**2
beta = L_REF / (R * T_REF**2)
drop_linear = brentq(lambda drop: G_REF * drop
                     - L_REF * N0 * np.exp(-beta * drop), 0, 100)
assert abs(G_REF * drop_linear / L_REF / N_closed - 1) < 1e-9
assert abs(N_scale * x / N_closed - 1) < 1e-9

# Leading error of the closed form; next order is about drop/Tb
error_true = np.log(N / N_closed)
error_formula = -x * (x / beta) / (T_REF * (1 + x))
assert error_true < 0
assert abs(error_true / error_formula - 1) < 0.10

# Sensitivity formula against finite differences of the full balance
h = 1e-4
sens_numeric = np.log(steady(C_MAIN * np.exp(h))[1]
                      / steady(C_MAIN * np.exp(-h))[1]) / (2 * h)
sens_formula = 1 / (1 + L_REF**2 * N / (G_REF * R * Ts**2))
assert abs(sens_numeric - sens_formula) < 1e-5

# Weak-cooling limit and half-delivery point
C_weak = C_MAIN * 0.01 / Lam
assert abs(steady(C_weak)[1] / (C_weak * P_REF) - (1 - 0.01)) < 3e-4
C_half = brentq(lambda C: steady(C)[1] / (C * P_REF) - 0.5,
                0.1 * SCCM, 20 * SCCM)
Lam_half = Lam * C_half / C_MAIN
assert abs(Lam_half / (2 * np.log(2)) - 1) < 0.06  # finite drop/Tb

# Sweep: absolute flow rises while flow per conductance falls
settings = np.array([0.5, 1, 2, 4, 8, 16])
sweep = [steady(c * SCCM) for c in settings]
flows = np.array([item[1] for item in sweep])
assert np.all(np.diff(flows) > 0)
assert np.all(np.diff(flows / settings) < 0)
assert min(item[0] for item in sweep) > const.zero_Celsius

# Time-dependent conduction must fall to the steady root
times = np.array([0, 1, 10, 30, 100, 300, 1000, 5000.0])
history = transient(times, 200)
assert np.all(np.diff(history) < 1e-6 * N0)
assert abs(history[0] / N0 - 1) < 1e-9
assert abs(history[-1] / N - 1) < 1e-5
assert abs(transient(times, 100)[1] - history[1]) < 0.2 * SCCM

# Better conduction restores delivery; a hotter base helps only partly
N_G10 = steady(C_MAIN, G=10 * G_REF)[1]
assert abs(N_G10 / N0 - np.exp(-lambertw(Lam / 10).real)) < 0.01
assert N_G10 > N
Ts_hot, N_hot = steady(C_MAIN, Tb=T_REF + 10)
gain_pressure = pressure(T_REF + 10) / P_REF
assert 1 < N_hot / N < gain_pressure

# Feed factor against a finite-difference advection-conduction profile
n = 400
step = 1 / n
matrix = np.zeros((n + 1, n + 1))
matrix[0, 0] = matrix[n, n] = 1
for i in range(1, n):
    matrix[i, i - 1:i + 2] = [1 / step**2 + 0.5 / step, -2 / step**2,
                             1 / step**2 - 0.5 / step]
source = np.zeros(n + 1)
source[n] = 1
u = np.linalg.solve(matrix, source)
gradient = (3 * u[n] - 4 * u[n - 1] + u[n - 2]) / (2 * step)
assert abs(gradient - feed_factor(1.0)) < 1e-4

# Neglected effects for the main example
names = ("liquid feed", "radiation", "vapour conduction", "kinetics",
         "valve gas", "latent heat")
shifts = {s: 100 * (steady(C_MAIN, effects=(s,))[1] / N - 1)
          for s in names}
Ts_all, N_all = steady(C_MAIN, effects=names)
assert abs(N_all / N - 1) < 0.10

# Freezing limit, convection and boiling inside the frit
T_ice = const.zero_Celsius
N_ice = G_REF * (T_REF - T_ice) / L_REF
C_ice = N_ice / pressure(T_ice)
assert abs(steady(C_ice)[0] - T_ice) < 1e-6
drop = T_REF - Ts
buoyancy = DENSITY * const.g * EXPANSION * drop / VISCOSITY
heat_cap_liquid = DENSITY * C_LIQUID / MOLAR_MASS
Ra_pool = buoyancy * DEPTH**3 * heat_cap_liquid / K_WATER
Ra_frit = buoyancy * PERMEABILITY * DEPTH * heat_cap_liquid / K_WET
superpressure = ((P_REF - pressure(Ts)) * TORR
                 + DENSITY * const.g * DEPTH)
bubble_radius = 2 * SURFACE_TENSION / superpressure
assert Ra_pool > 1e4 and Ra_frit < 1
assert bubble_radius > PORE_RADIUS

print(f"Base temperature: {T_REF:.0f} K; pressure there: {P_REF:.0f} Torr")
print(f"Enthalpy of vaporization: {L_REF/1e3:.0f} kJ/mol")
print(f"Frit area: {AREA*1e4:.0f} cm2; thickness: {DEPTH*1e3:.0f} mm")
print(f"Wet conductivity: {K_WET:.1f} W/(m K); G: {G_REF:.3f} W/K")
print(f"1 sccm: {SCCM:.4e} mol/s")
print(f"Main valve conductance: {C_MAIN/SCCM:.1f} sccm/Torr")
print(f"Isothermal flow N0: {N0/SCCM:.1f} sccm = {N0:.3e} mol/s")
print(f"Heat needed at N0: {L_REF*N0:.2f} W")
print(f"Lam: {Lam:.3f}; W(Lam): {x:.3f}; beta: {beta:.4f} 1/K")
print(f"Flow scale G R Tb^2/L^2: {N_scale/SCCM:.1f} sccm")
print(f"Closed-form flow: {N_closed/SCCM:.1f} sccm")
print(f"Closed-form temperature drop: {x/beta:.2f} K")
print(f"Full-balance flow: {N/SCCM:.1f} sccm = {N:.3e} mol/s")
print(f"Full-balance Ts: {Ts:.2f} K; drop: {drop:.2f} K")
print(f"Surface pressure: {pressure(Ts):.2f} Torr; N/N0: {N/N0:.3f}")
print(f"Conducted heat: {G_REF*drop:.3f} W; removed: {L_REF*N:.3f} W")
print(f"ln(full/closed): {error_true:.4f}; estimate: {error_formula:.4f}")
print(f"d ln N/d ln C: numeric {sens_numeric:.4f}, "
      f"formula {sens_formula:.4f}")
print(f"Half delivery: C = {C_half/SCCM:.2f} sccm/Torr, "
      f"Lam = {Lam_half:.3f}; closed form {2*np.log(2):.3f}")
print("C sccm/Torr | N0 sccm | N sccm | Ts K | p Torr | N/N0")
for c, (temp, rate_out) in zip(settings, sweep):
    print(f"{c:5.1f} | {c*P_REF:6.1f} | {rate_out/SCCM:6.1f} | "
          f"{temp:6.2f} | {pressure(temp):5.2f} | "
          f"{rate_out/(c*SCCM*P_REF):.3f}")
print(f"Wet heat capacity: {HEAT_CAP_WET/1e6:.1f} MJ/(m3 K)")
for t, rate_out in zip(times, history):
    print(f"Flow at {t:.0f} s after opening: {rate_out/SCCM:.1f} sccm")
print(f"Flow with 10 G: {N_G10/SCCM:.1f} sccm; N/N0: {N_G10/N0:.3f}")
print(f"Base +10 K: pressure gain {gain_pressure:.3f}, "
      f"flow gain {N_hot/N:.3f}, Ts {Ts_hot:.2f} K")
for name, shift in shifts.items():
    print(f"Flow change from {name}: {shift:+.2f} %")
print(f"All six: {N_all/SCCM:.1f} sccm ({100*(N_all/N-1):+.2f} %), "
      f"Ts {Ts_all:.2f} K")
print(f"Freezing point reached: C = {C_ice/SCCM:.1f} sccm/Torr, "
      f"N = {N_ice/SCCM:.1f} sccm, p = {pressure(T_ice):.2f} Torr")
print(f"Rayleigh number: open pool {Ra_pool:.1e}, frit {Ra_frit:.1e}")
print(f"Critical bubble radius: {bubble_radius*1e6:.0f} um; "
      f"pore radius: {PORE_RADIUS*1e6:.0f} um")
print("PASS")
```

Output:

```
Base temperature: 300 K; pressure there: 25 Torr
Enthalpy of vaporization: 45 kJ/mol
Frit area: 12 cm2; thickness: 10 mm
Wet conductivity: 1.0 W/(m K); G: 0.120 W/K
1 sccm: 7.4358e-07 mol/s
Main valve conductance: 4.0 sccm/Torr
Isothermal flow N0: 100.0 sccm = 7.436e-05 mol/s
Heat needed at N0: 3.35 W
Lam: 1.677; W(Lam): 0.774; beta: 0.0601 1/K
Flow scale G R Tb^2/L^2: 59.6 sccm
Closed-form flow: 46.1 sccm
Closed-form temperature drop: 12.86 K
Full-balance flow: 45.3 sccm = 3.366e-05 mol/s
Full-balance Ts: 287.38 K; drop: 12.62 K
Surface pressure: 11.32 Torr; N/N0: 0.453
Conducted heat: 1.515 W; removed: 1.515 W
ln(full/closed): -0.0189; estimate: -0.0187
d ln N/d ln C: numeric 0.5473, formula 0.5473
Half delivery: C = 3.18 sccm/Torr, Lam = 1.335; closed form 1.386
C sccm/Torr | N0 sccm | N sccm | Ts K | p Torr | N/N0
  0.5 |   12.5 |   10.5 | 297.08 | 20.94 | 0.838
  1.0 |   25.0 |   18.3 | 294.90 | 18.30 | 0.732
  2.0 |   50.0 |   29.9 | 291.67 | 14.93 | 0.597
  4.0 |  100.0 |   45.3 | 287.38 | 11.32 | 0.453
  8.0 |  200.0 |   64.0 | 282.17 |  7.99 | 0.320
 16.0 |  400.0 |   85.0 | 276.29 |  5.31 | 0.213
Wet heat capacity: 3.0 MJ/(m3 K)
Flow at 0 s after opening: 100.0 sccm
Flow at 1 s after opening: 90.4 sccm
Flow at 10 s after opening: 75.6 sccm
Flow at 30 s after opening: 64.9 sccm
Flow at 100 s after opening: 52.2 sccm
Flow at 300 s after opening: 45.8 sccm
Flow at 1000 s after opening: 45.3 sccm
Flow at 5000 s after opening: 45.3 sccm
Flow with 10 G: 86.4 sccm; N/N0: 0.864
Base +10 K: pressure gain 1.790, flow gain 1.388, Ts 292.47 K
Flow change from liquid feed: +0.48 %
Flow change from radiation: +2.54 %
Flow change from vapour conduction: +0.41 %
Flow change from kinetics: -0.17 %
Flow change from valve gas: +1.19 %
Flow change from latent heat: -0.79 %
All six: 46.9 sccm (+3.64 %), Ts 287.72 K
Freezing point reached: C = 22.7 sccm/Torr, N = 96.3 sccm, p = 4.24 Torr
Rayleigh number: open pool 1.7e+05, frit 1.0e-03
Critical bubble radius: 73 um; pore radius: 5 um
PASS
```
